Freysoldt–Neugebauer–Van de Walle correction: lattice energy, alignment and screening dispersion, part 2

A charged defect in a periodic cubic cell with a neutralising uniform background has electrostatic energy E_per; isolated, it has E_iso. We are proving

E_per − E_iso = E_lat + qC + 2πβq²/Ω. (1)

The two-term correction −E_lat − qC omits the last term. Hartree atomic units are used; q is the defect charge. The cell has edge L, volume Ω = L³, lattice vectors R and reciprocal vectors G; its potentials average to zero. The host is linear, homogeneous and isotropic, the unscreened defect density ρ_d is localised and spherical, and short-range chemical energy is the same in cell and crystal. With f(k) = ∫ f(r) e^(−ik·r) d³r, screening obeys

ε⁻¹(k) = 1/ε + βk² + O(k⁴). (2)

The medium, with polarisation P, bound charge ρ_b = −∇·P and local and gradient stiffnesses a and b, has energy

W = ½∬ [ρ_d + ρ_b](r) [ρ_d + ρ_b](r′)/|r − r′| d³r d³r′ + ∫ [½a|P|² + ½b(∇·P)²] d³r. (5)

With a = 4π/(ε − 1) and κ² = (4π + a)/b, minimisation gives

β = (1 − 1/ε)/κ². (15)

E_iso = ½∫ d³k/(2π)³ (4π/k²) ε⁻¹(k)|ρ_d(k)|². (16)

E_per = (1/2Ω) Σ_{G≠0} (4π/G²) ε⁻¹(G)|ρ_d(G)|². (19)

The model charge, a Gaussian of width s, is screened by constant ε:

ρ_m(k) = q e^(−k²s²/2), (20)

E_lat is its lattice energy less its self-energy. Removing its potential φ_lr from the defect potential φ leaves

φ_sr(k) = φ(k) − φ_lr(k) = (4π/k²)[ε⁻¹(k)ρ_d(k) − ρ_m(k)/ε]. (22)

Far from the defect, the cell potential less the periodic model potential is

C = −φ_sr(k=0)/Ω = −(1/Ω)∫ φ_sr(r) d³r. (28)

Outside the defect charge,

φ_sr(r) = (1 − 1/ε) q_κ e^(−κr)/r,  q_κ = ∫ ρ_d(r) sinh(κr)/(κr) d³r. (25)

Its average over a plane at distance z is

(1 − 1/ε)(q_κ/L²) ∫₀^∞ 2πt dt e^(−κ√(t²+z²))/√(t²+z²) = 2π(1 − 1/ε)q_κ e^(−κz)/(κL²). (29)

With h = f_d − f_m and

f_d(k) = 4πε⁻¹(k)|ρ_d(k)|²/k²,  f_m(k) = 4π|ρ_m(k)|²/(εk²), (30)

E_per − E_iso − E_lat = −h(k=0)/(2Ω) + ½ Σ_{R≠0} h(R). (35)

The last sum is exponentially small.

### Expansion at small k

For a spherical charge, the average of e^(−ik·r) over directions is sin(kr)/(kr) = 1 − k²r²/6 + O(k⁴). Therefore

ρ(k) = q − k²Q/6 + O(k⁴),  Q = ∫ r²ρ(r) d³r. (36)

Let Q_d and Q_m be the second moments of the defect and the model. For the potential, (2) and (36) give

ε⁻¹(k)ρ_d(k) − ρ_m(k)/ε = k²[βq − (Q_d − Q_m)/(6ε)] + O(k⁴). (37)

Inserting this in (22) and then in (28) yields

C = −(4π/Ω)[βq − (Q_d − Q_m)/(6ε)]. (38)

The energy contains the square of the density, |ρ(k)|² = q² − k²qQ/3 + O(k⁴). The moment term is twice as large relative to the leading term as it is in (36). Consequently

h(k=0) = 4π[βq² − q(Q_d − Q_m)/(3ε)], (39)

and the missing term in (35) is

−h(k=0)/(2Ω) = −2πβq²/Ω + 2πq(Q_d − Q_m)/(3εΩ). (40)

Multiplying (38) by q gives, for comparison,

qC = −4πβq²/Ω + 2πq(Q_d − Q_m)/(3εΩ). (41)

The moment terms agree. The dispersion term in (41) is twice that in (40). Thus

−h(k=0)/(2Ω) = qC + 2πβq²/Ω, (42)

and (35) becomes the stated result (1).

### Why the two contributions carry different factors

The factors can be understood by counting interactions. The energy per cell contains the interaction of the defect with its images, of the defect with the background, and of the background with itself. Their long-range parts diverge separately, but together they form E_lat. The short-range parts can be counted one at a time.

The interaction between defect images is exponentially small. Defect and background are different charges, so their interaction has no factor one half. The background density −q/Ω feels the short-range potential of a defect throughout space, with energy

−(q/Ω)∫ φ_sr d³r = qC. (43)

The background also interacts with itself. Its screened interaction is

(4π/k²)ε⁻¹(k) = 4π/(εk²) + 4πβ + O(k²). (44)

The first term is long-ranged and belongs to E_lat. The second is the strength of a short-range interaction at k = 0. For a uniform density −q/Ω in a volume Ω its energy is

½ · (q/Ω)² · 4πβ · Ω = 2πβq²/Ω. (45)

The half is required because each pair is counted once. The two-term correction includes (43) and omits (45).

### Independence of the model width

E_lat and C each depend on the arbitrary model charge, but their combination in (1) must not. To show this, compare the Gaussian with a point charge of the same q. The lattice energy of the point charge, less its self-energy, defines the Madelung constant α of the simple cubic lattice:

E_point = −αq²/(2εL). (46)

The sum and the self-energy of the point charge diverge separately; their difference is finite. The argument leading to (35) now applies with h replaced by 4π(|ρ_m|² − q²)/(εk²). Its value at k = 0 is −4πqQ_m/(3ε). Its real-space values at R ≠ 0 are the difference between the interaction of two separated Gaussians and that of two points, which is exponentially small. Therefore

E_lat = −αq²/(2εL) + 2πqQ_m/(3εΩ). (47)

The Q_m term cancels the one in (41). Adding (47), (41) and 2πβq²/Ω gives an expression without the model:

E_per − E_iso = −αq²/(2εL) + 2πqQ_d/(3εΩ) − 2πβq²/Ω. (48)

The first term lowers the periodic energy because each defect is attracted by the neutralising background more strongly than it is repelled by its images. The second reflects the finite extent of the defect charge. The third comes from incomplete screening at short distances.

For fixed charge density and fixed κ, the first two terms fall as 1/ε. By (15), the third instead approaches −2πq²/(κ²Ω) at large ε. In this medium, a large ε at fixed κ therefore does not make the dispersion term small. A real high-k oxide can behave differently. Write ε(k) = ε + ε₂k² + O(k⁴), so that β = −ε₂/ε². If the ions raise ε but leave ε₂ unchanged, β falls as 1/ε². This requires an ionic polarisation without gradient stiffness. One with stiffnesses a_i and b_i adds 4π/(a_i + b_ik²) to ε(k), hence Δε = 4π/a_i to ε and −b_iΔε²/(4π) to ε₂, and β then tends to b_i/(4π) at large Δε. The size of the term in a particular oxide therefore requires that oxide's β.

### When half the alignment is right

If the model has the second moment of the defect, Q_m = Q_d, then (41) reduces to qC = −4πβq²/Ω. The last term of (1) is −½qC, and

E_per − E_iso = E_lat + ½qC  (Q_m = Q_d). (49)

The half has the usual meaning for a linear response. Scale the whole defect charge by λ, from 0 to 1. The plateau at an intermediate stage is λC, and the work done against it is

∫₀¹ q(λC) dλ = ½qC. (50)

This part of the work is ½qC for any model width. The rest is done against the periodic potential of the model less its isolated potential. Averaged over directions, that difference is a constant plus a term in r² near the defect. The defect charge therefore gives the same energy in it as the model charge, namely E_lat, when Q_m = Q_d.

Using (49) requires knowledge of the unscreened moment Q_d, which the two-term formula does not need. For an arbitrary model width, replacing C by C/2 would be wrong, since (41) then contains a moment term that must be kept in full.

A second way to remove the remainder uses several cells. By (1), the energy after the two-term correction is

E_per − E_lat − qC = E_iso + 2πβq²/Ω. (51)

If the assumptions hold, it is a straight line in 1/Ω, and its intercept is the isolated energy. A clear slope that persists in larger cells indicates a remaining term of this order; it does not by itself identify dispersion as the cause.

### Worked example

Take the round parameters q = 2, ε = 20, κ = 1 bohr⁻¹ and L = 20 bohr, hence Ω = 8000 bohr³. The defect density consists of Gaussians with charges +2, +1 and −1 and widths 1.2, 1.6 and 0.8 bohr. The last two form a neutral core part. They represent no particular oxide.

Equation (15) gives β = 0.95 bohr². A Gaussian of charge c and width s has second moment 3cs², so

Q_d = 3[2(1.2)² + (1.6)² − (0.8)²] = 14.4 bohr². (52)

The isolated energy from (16) is 0.12771 Ha. Direct minimisation of (5) over a radial polarisation in real space gives the same value to the printed digits. This tests the screened-energy formula, including its factor one half. The periodic sum (19) gives 0.11092 Ha, so the finite-size error is

E_per − E_iso = −0.01679 Ha = −0.457 eV. (53)

For a model width s = 1 bohr, Q_m = 6 bohr² and E_lat = −0.01403 Ha. Equation (38) gives

C = −(4π/8000)[1.90 − 8.4/120] = −(4π/8000)(1.83) = −0.002875 Ha. (54)

The value read at the cell corner agrees with this to within 10⁻⁶ Ha. The two-term estimate of the error is then

E_lat + qC = −0.01403 − 0.00575 = −0.01978 Ha. (55)

A model width of 1.5 bohr changes E_lat to −0.01383 Ha and qC to −0.00595 Ha. Their sum is unchanged. Independence of the model width is thus satisfied even though the sum is not the complete error. The missing term is

2πβq²/Ω = 2π(0.95)(4)/8000 = 0.00298 Ha = 0.081 eV. (56)

Added to (55) before rounding, it gives −0.01679 Ha, in agreement with (53). The two-term correction raises the periodic energy by 0.538 eV where 0.457 eV is needed. Its excess is about 18 per cent of the finite-size error.

The far plane gives C = −0.002866 Ha, slightly different from the corner value. Equation (29) explains the difference. For Gaussians, q_κ in (25) equals ρ_d(k) continued to k = iκ:

q_κ = 2e^0.72 + e^1.28 − e^0.32 ≈ 6.33. (57)

Two neighbouring defects lie at distance 10 bohr from the plane. Their tails add

2 · 2π(0.95)(6.33)e^(−10)/400 ≈ 8.6 × 10⁻⁶ Ha, (58)

close to the difference of 8.5 × 10⁻⁶ Ha between the two readings. They differ by only 0.3 per cent of C, yet the remainder (56) is present. A flat plateau does not show that β is zero.

If the same defect is screened by ε = 20 at every k, the finite-size error is −0.01381 Ha. For s = 1 bohr it is the sum of E_lat = −0.01403 Ha and qC = 0.00022 Ha, with no remainder within numerical accuracy. The sign of qC has changed because the moment term alone is left in (41). With dispersion restored and the model width matched to Q_d, s = 1.549 bohr, E_lat is −0.01381 Ha, and (49) gives

E_lat + ½qC = −0.01381 − ½(0.00597) = −0.01679 Ha, (59)

again in agreement with (53).

The remainder of the two-term formula is 0.00298, 0.00073 and 0.00037 Ha at L = 20, 32 and 40 bohr. Between the smallest and largest cells it falls as L⁻³, as (1) requires. At L = 20 bohr, changing ε from 5 to 20 reduces the magnitude of E_lat from 0.0561 to 0.0140 Ha, while the remainder rises from 0.0025 to 0.0030 Ha. Relative to the magnitude of E_lat it grows from about 4 to 21 per cent. The full values are in the numerical output.

These sizes belong to a medium in which a single polarisation with κ = 1 bohr⁻¹ supplies all of ε. They should not be carried over to a high-k oxide. Suppose instead that the electrons alone give ε = 4 with the same κ, and that the ions add 16 at every k. Then ε₂ = −12 bohr² and β = 12/20² = 0.03 bohr². The remainder at L = 20 bohr is then only about 0.0001 Ha, or 0.003 eV. This is the limit of no ionic gradient stiffness. If the ions have the same stiffness as the electrons, b_i = 16π/3 bohr², then ε₂ = −12 − (4/3)16² ≈ −353 bohr² and β ≈ 0.88 bohr², close to the value of the single-polarisation example.

### Where the proof stops

The proof needs h(k) to have one value at k = 0. This can fail if the defect charge is not spherical. When q ≠ 0, a dipole p can be removed without changing the energy by moving the origin to the centroid of charge, at p/q. The move changes the second moments ∫ r_i r_j ρ_d d³r by −p_i p_j/q, so a charge with a dipole and isotropic second moments about its site has anisotropic ones about the centroid. An anisotropy of the second moments about the centroid is the obstacle to the proof. It adds to f_d a term whose limit at k = 0 depends on the direction of k. The individual terms at R ≠ 0 in (35) then fall only as R⁻³, and the proof given here does not cover them. In a cubic cell this direction-dependent term cancels among symmetry-related G and in the angular integral, so (48) survives to order 1/Ω with Q_d taken about the centroid. A plane average, however, samples φ_sr(k) along one axis only, and the plateau read from it then depends on the plane chosen. If only higher moments are anisotropic, h(k=0) has one value and the terms of order 1/Ω stand, but the remaining error can fall as a power such as L⁻⁵ instead of exponentially.

An anisotropic dielectric tensor likewise replaces k²ε by a direction-dependent expression. The model charge must be screened by the same tensor to cancel the singularity, and the coefficients derived above must be worked out anew. At an oxide–semiconductor interface the host is not even homogeneous: the defect polarises the boundary, and its energy depends on its distance from it. A bulk E_lat cannot represent that geometry.

The charge must also fit inside the cell. If an electron or hole spreads over a length comparable with L, the terms at R ≠ 0 in (35) are not small and no far region exists. Finally, a real crystal varies within its unit cell, and its response couples different reciprocal-lattice vectors. The homogeneous medium used here omits those local fields. It establishes the dispersion remainder for this class of media; its magnitude in a real oxide has to be calculated for that oxide.

Computed results

```
Defect charge q = 2.0 e; dielectric constant = 20.0
Cell length = 20.0 bohr; volume = 8000.0 bohr^3
Inverse screening length kappa = 1.00 bohr^-1
Defect Gaussian: charge +2.0 e, width 1.20 bohr
Defect Gaussian: charge +1.0 e, width 1.60 bohr
Defect Gaussian: charge -1.0 e, width 0.80 bohr
beta = 0.9500 bohr^2
Defect second moment = 14.4000 e bohr^2
Isolated energy, k quadrature = 0.1277098 Ha
Isolated energy, minimisation = 0.1277098 Ha
Periodic energy = 0.1109158 Ha
Finite-size error E_per-E_iso = -0.0167940 Ha
Finite-size error = -0.4570 eV
Cubic Madelung constant = 2.837297
Model width 1.00 bohr: E_lat = -0.0140294 Ha
  plateau C = -0.0028745 Ha/e; qC = -0.0057489 Ha
  E_lat+qC = -0.0197784 Ha
Model width 1.50 bohr: E_lat = -0.0138331 Ha
  plateau C = -0.0029726 Ha/e; qC = -0.0059453 Ha
  E_lat+qC = -0.0197784 Ha
C on far plane, width 1.00 bohr = -0.0028660 Ha/e
C from real-space integral = -0.0028746 Ha/e
C from moment expansion = -0.0028746 Ha/e
Dispersion term 2 pi beta q^2/Omega = 0.0029845 Ha
Dispersion term = 0.0812 eV
Two-term correction -E_lat-qC = 0.0197784 Ha
Two-term correction = 0.5382 eV
Complete correction = 0.0167938 Ha
Complete correction = 0.4570 eV
Moment-matched model width = 1.5492 bohr
  E_lat = -0.0138095 Ha; qC = -0.0059689 Ha
  E_lat+qC/2 = -0.0167939 Ha
Constant screening: error = -0.0138095 Ha
  E_lat = -0.0140294 Ha; qC = 0.0002199 Ha
  two-term remainder = 4.4e-18 Ha
L = 20 bohr: error -0.0167940, two-term -0.0197784 Ha
  remainder = 0.0029844 Ha
L = 32 bohr: error -0.0095032, two-term -0.0102318 Ha
  remainder = 0.0007286 Ha
L = 40 bohr: error -0.0074192, two-term -0.0077922 Ha
  remainder = 0.0003731 Ha
Fitted power of L in remainder = -2.9999
eps = 5: E_lat = -0.0561176, remainder = 0.0025131 Ha
eps = 20: E_lat = -0.0140294, remainder = 0.0029844 Ha
```
